**Midpoint shift of a hyperfine doublet from the Breit-Rabi levels**

For an electron spin 1/2 coupled isotropically to a nuclear spin 1/2, the midpoint of the field-swept doublet lies below the central line by δ = A²B₀/(4B₀² − A²). Here A is the magnitude of the hyperfine constant divided by gμ_B, and B₀ = hν/(gμ_B) is the field of the central line. The program diagonalizes the 4×4 Hamiltonian, finds the resonance fields by root search, and asserts that they agree with the closed forms at 2, 9.5 and 35 GHz. It also asserts the level formula, the transition weights, the independence of the line fields from the sign of the coupling, and the loss of the low-field line when B₀ < A. For A = 42 mT at 9.5 GHz the output gives a downfield shift of 1.305 mT, against 1.300 mT from the estimate A²/(4B₀). Further assertions cover the nuclear Zeeman term, an axial coupling and the slopes of the line fields with A. With the rough inputs chosen, the axial coupling moves the shift between 1.18 mT (field along the axis) and 1.37 mT (field across it), and a change of ±2 mT in A moves it by about ±0.125 mT.

## Verification by program

```python
"""
Result under test: for S=1/2 coupled isotropically to I=1/2, the midpoint of
the field-swept EPR doublet lies BELOW the central field B0 by
    delta = A^2 B0 / (4 B0^2 - A^2),
about 1.3 mT for A = 42 mT at 9.5 GHz (29Si in an oxide E-prime centre).
Symbols: A  = hyperfine constant / (g muB), in mT
         B0 = h nu / (g muB), in mT (line of centres without 29Si)
         D  = field splitting of the doublet, in mT
Independent road: 4x4 diagonalization and a root search for the line fields.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

MU_B = const.physical_constants["Bohr magneton"][0]
MU_N = const.physical_constants["nuclear magneton"][0]
g = 2.0005            # rough typical g of an E-prime centre
A = 42.0              # mT
nu = 9.5              # GHz
g_nuclear = -1.11     # 29Si, rounded
dipolar = 2.0         # mT, rough anisotropic part of the coupling
disorder = 2.0        # mT, rough spread of A in an amorphous oxide
g_low, g_high = 2.0004, 2.0018   # rough range of the anisotropic g

GHZ_PER_MT = g * MU_B / const.h * 1e-12
NUC_GHZ_PER_MT = MU_N / const.h * 1e-12

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
S = [np.kron(m, np.eye(2)) for m in (sx, sy, sz)]
I = [np.kron(np.eye(2), m) for m in (sx, sy, sz)]
ALONG_Z = (0.0, 0.0, 1.0)


def hamiltonian(B, coupling, direction=ALONG_Z, gn=0.0):
    """Energy / h in GHz; coupling = principal values in mT."""
    H = np.zeros((4, 4), complex)
    for k in range(3):
        H += GHZ_PER_MT * (B * direction[k] * S[k] + coupling[k] * S[k] @ I[k])
        H -= gn * NUC_GHZ_PER_MT * B * direction[k] * I[k]
    return H


def line_fields(freq, coupling, direction=ALONG_Z, gn=0.0):
    """Fields of the two electron lines: outer and inner level pairs."""
    def mismatch(B, top, bottom):
        E = np.linalg.eigvalsh(hamiltonian(B, coupling, direction, gn))
        return E[top] - E[bottom] - freq
    B_max = 2 * freq / GHZ_PER_MT
    return (brentq(mismatch, 1e-6, B_max, args=(3, 0), xtol=1e-11),
            brentq(mismatch, 1e-6, B_max, args=(2, 1), xtol=1e-11))


def downfield_shift(freq, coupling, direction=ALONG_Z, gn=0.0):
    return freq / GHZ_PER_MT - np.mean(line_fields(freq, coupling, direction, gn))


def iso(a):
    return (a, a, a)


B0 = nu / GHZ_PER_MT

# Breit-Rabi levels against diagonalization, weak to strong field
for B in (5.0, 42.0, B0):
    R = np.hypot(B, A)
    formula = GHZ_PER_MT * np.array([A/4 + B/2, A/4 - B/2, -A/4 + R/2, -A/4 - R/2])
    assert np.allclose(np.sort(formula), np.linalg.eigvalsh(hamiltonian(B, iso(A))),
                       atol=1e-11)

# Line fields, midpoint, splitting and inversion, also far from perturbation theory
for freq in (2.0, nu, 35.0):
    b0 = freq / GHZ_PER_MT
    low, high = line_fields(freq, iso(A))
    for field, w in ((low, b0 - A/2), (high, b0 + A/2)):
        assert abs(field - (w - A**2 / (4*w))) < 1e-7
    split = high - low
    shift = b0 - (low + high)/2
    assert abs(shift - A**2*b0/(4*b0**2 - A**2)) < 1e-7
    assert abs(split - 4*A*b0**2/(4*b0**2 - A**2)) < 1e-7
    assert abs(shift - A*split/(4*b0)) < 1e-7
    assert abs(2*b0*(np.hypot(b0, split) - b0)/split - A) < 1e-6
    assert np.allclose(line_fields(freq, iso(-A)), (low, high), atol=1e-7)

B_low, B_high = line_fields(nu, iso(A))
D = B_high - B_low
midpoint = (B_low + B_high)/2
delta = B0 - midpoint
assert 1.25 < delta < 1.35

# Below the zero-field splitting the low-field line does not exist
gaps = [np.ptp(np.linalg.eigvalsh(hamiltonian(B, iso(A)))) for B in np.linspace(0, 200, 401)]
assert min(gaps) > 0.999 * A * GHZ_PER_MT

# Selection rule and weights for a microwave field perpendicular to B
weights = []
for B, (top, bottom) in ((B_low, (3, 0)), (B_high, (2, 1))):
    V = np.linalg.eigh(hamiltonian(B, iso(A)))[1]
    W = abs(V.conj().T @ S[0] @ V)**2
    assert abs(W[top, bottom] - (1 + B/np.hypot(B, A))/8) < 1e-10
    assert W[3, 1] < 1e-12 and W[2, 0] < 1e-12
    weights.append(W[top, bottom])

# At fixed field B0 the mean line frequency is raised
E = np.linalg.eigvalsh(hamiltonian(B0, iso(A)))
freq_rise = ((E[3] - E[0]) + (E[2] - E[1]))/2 - nu
assert freq_rise > 0
assert abs(freq_rise - GHZ_PER_MT*(np.hypot(B0, A) - B0)/2) < 1e-10

# Nuclear Zeeman term, with the negative coupling that belongs to 29Si
zeeman_change = downfield_shift(nu, iso(-A), gn=g_nuclear) - delta
zeeman_estimate = delta * abs(g_nuclear) * MU_N / (g * MU_B)
assert abs(zeeman_change - zeeman_estimate) < 0.1 * zeeman_estimate

# Axial hyperfine anisotropy
A_par, A_perp = A + 2*dipolar, A - dipolar
axial = (A_perp, A_perp, A_par)
shift_par = downfield_shift(nu, axial)
shift_perp = downfield_shift(nu, axial, (1.0, 0.0, 0.0))
assert abs(shift_par - A_perp**2*B0/(4*B0**2 - A_par**2)) < 1e-7
# second-order formula: relative error of order (A/B0)^2, about 0.015
assert abs(shift_perp/((A_par**2 + A_perp**2)/(8*B0)) - 1) < 0.015
nodes, node_weights = np.polynomial.legendre.leggauss(8)
shift_mean = sum(wt/2 * downfield_shift(nu, axial, (np.sqrt(1 - c*c), 0.0, c))
                 for c, wt in zip(nodes, node_weights))
tilted = (np.sqrt(0.5), 0.0, np.sqrt(0.5))
V = np.linalg.eigh(hamiltonian(B0, axial, tilted, g_nuclear))[1]
W = abs(V.conj().T @ S[1] @ V)**2
assert max(W[3, 1], W[2, 0]) < 0.01 * min(W[3, 0], W[2, 1])

# Disorder in A: slopes of the two line fields
step = 0.01
slopes = (np.array(line_fields(nu, iso(A + step)))
          - np.array(line_fields(nu, iso(A - step)))) / (2*step)
assert abs(slopes[0] + 0.5*(B0/(B0 - A/2))**2) < 1e-5
assert abs(slopes[1] - 0.5*(B0/(B0 + A/2))**2) < 1e-5
disorder_change = (downfield_shift(nu, iso(A + disorder))
                   - downfield_shift(nu, iso(A - disorder)))/2

g_spread = nu*1e9*const.h/MU_B*1e3*(1/g_low - 1/g_high)
apparent_g = g*B0/midpoint
A_if_split = 2*B0*(np.hypot(B0, A) - B0)/A
shift_if_split = downfield_shift(nu, iso(A_if_split))
check_low, check_high = line_fields(nu, iso(A_if_split))
assert abs(check_high - check_low - A) < 1e-6

print(f"microwave frequency: {nu:.1f} GHz")
print(f"g factor (rough typical): {g:.4f}")
print(f"hyperfine constant A: {A:.1f} mT")
print(f"A as a frequency: {A*GHZ_PER_MT*1e3:.1f} MHz")
print(f"central field B0: {B0:.3f} mT")
for k, name in enumerate(("lower mixed", "down-down", "upper mixed", "up-up")):
    print(f"level at B0, {name}: {E[k]:.4f} GHz")
print(f"low-field w = B0 - A/2: {B0 - A/2:.3f} mT")
print(f"high-field w = B0 + A/2: {B0 + A/2:.3f} mT")
print(f"A^2/(4w), low-field line: {A**2/(4*(B0 - A/2)):.4f} mT")
print(f"A^2/(4w), high-field line: {A**2/(4*(B0 + A/2)):.4f} mT")
print(f"low-field line: {B_low:.3f} mT")
print(f"high-field line: {B_high:.3f} mT")
print(f"doublet midpoint: {midpoint:.3f} mT")
print(f"downfield midpoint shift, full: {delta:.4f} mT")
print(f"downfield midpoint shift, A^2/(4B0): {A**2/(4*B0):.4f} mT")
print(f"doublet splitting D: {D:.3f} mT")
print(f"D minus A: {D - A:.3f} mT")
print(f"weight of low-field line: {weights[0]:.4f} (dimensionless)")
print(f"weight of high-field line: {weights[1]:.4f} (dimensionless)")
print(f"rise of mean frequency at fixed B0: {freq_rise*1e3:.2f} MHz")
print(f"apparent g from midpoint: {apparent_g:.4f}")
print(f"A if 42 mT were the splitting: {A_if_split:.3f} mT")
print(f"shift if 42 mT were the splitting: {shift_if_split:.4f} mT")
print(f"downfield shift at 35 GHz: {downfield_shift(35.0, iso(A)):.4f} mT")
print(f"29Si nuclear g factor (input): {g_nuclear:.2f}")
print(f"change of shift by nuclear Zeeman term: {zeeman_change:.5f} mT")
print(f"dipolar part (rough input): {dipolar:.1f} mT")
print(f"A parallel, A perpendicular: {A_par:.1f}, {A_perp:.1f} mT")
print(f"shift, field along axis: {shift_par:.3f} mT")
print(f"shift, field across axis: {shift_perp:.3f} mT")
print(f"shift, mean over orientations: {shift_mean:.3f} mT")
print(f"disorder in A (rough input): +/- {disorder:.1f} mT")
print(f"change of shift by this disorder: +/- {disorder_change:.3f} mT")
print(f"slope dB/dA, low-field line: {slopes[0]:.3f} (mT per mT)")
print(f"slope dB/dA, high-field line: {slopes[1]:.3f} (mT per mT)")
print(f"ratio of slope magnitudes: {abs(slopes[0]/slopes[1]):.3f}")
print(f"g range (rough input): {g_low:.4f} to {g_high:.4f}")
print(f"central-line spread by g anisotropy: {g_spread:.3f} mT")
print("OK")
```

Running it gives:

```
microwave frequency: 9.5 GHz
g factor (rough typical): 2.0005
hyperfine constant A: 42.0 mT
A as a frequency: 1176.0 MHz
central field B0: 339.292 mT
level at B0, lower mixed: -5.0802 GHz
level at B0, down-down: -4.4560 GHz
level at B0, upper mixed: 4.4923 GHz
level at B0, up-up: 5.0440 GHz
low-field w = B0 - A/2: 318.292 mT
high-field w = B0 + A/2: 360.292 mT
A^2/(4w), low-field line: 1.3855 mT
A^2/(4w), high-field line: 1.2240 mT
low-field line: 316.906 mT
high-field line: 359.068 mT
doublet midpoint: 337.987 mT
downfield midpoint shift, full: 1.3048 mT
downfield midpoint shift, A^2/(4B0): 1.2998 mT
doublet splitting D: 42.162 mT
D minus A: 0.162 mT
weight of low-field line: 0.2489 (dimensionless)
weight of high-field line: 0.2492 (dimensionless)
rise of mean frequency at fixed B0: 36.25 MHz
apparent g from midpoint: 2.0082
A if 42 mT were the splitting: 41.840 mT
shift if 42 mT were the splitting: 1.2948 mT
downfield shift at 35 GHz: 0.3529 mT
29Si nuclear g factor (input): -1.11
change of shift by nuclear Zeeman term: 0.00039 mT
dipolar part (rough input): 2.0 mT
A parallel, A perpendicular: 46.0, 40.0 mT
shift, field along axis: 1.184 mT
shift, field across axis: 1.374 mT
shift, mean over orientations: 1.311 mT
disorder in A (rough input): +/- 2.0 mT
change of shift by this disorder: +/- 0.125 mT
slope dB/dA, low-field line: -0.568 (mT per mT)
slope dB/dA, high-field line: 0.443 (mT per mT)
ratio of slope magnitudes: 1.281
g range (rough input): 2.0004 to 2.0018
central-line spread by g anisotropy: 0.237 mT
OK
```
